\section*{Does large rotational piezoelectricity require a monoclinic phase?}

\section{The claim and the curvature}

\textbf{Q:} My perovskite crystal has a shear coefficient near 2000 pm/V. I conclude that its equilibrium phase is monoclinic. In a tetragonal crystal the polarization is locked to a cube axis, and in a rhombohedral one to a body diagonal. Only a monoclinic crystal leaves it free to turn within a mirror plane. Is that not what a large rotational response means?

\textbf{A:} The symmetry fixes where the polarization rests when no field acts. The response depends on how hard it is to push it away from there. These are the position of a minimum and its curvature, and one does not determine the other.

Take a single domain at zero stress, with uniform polarization $\mathbf P$ and free energy density $G(\mathbf P)$ of cubic symmetry. In a field, $\partial G/\partial P_i=E_i$. Let the zero-field minimum be tetragonal, $\mathbf P=(0,0,P_0)$. The mirrors $P_1\to-P_1$ and $P_2\to-P_2$ leave this state unchanged, so the second-derivative matrix has no off-diagonal elements. A small field $E_1$ therefore gives
\begin{equation}
\delta P_1=\frac{E_1}{\kappa_T},\qquad
\kappa_T=\left.\frac{\partial^2G}{\partial P_1^2}\right|_{(0,0,P_0)} .
\end{equation}
With quadratic electrostriction the engineering shear strain is $S_5=Q_{44}P_1P_3$. To first order $\delta S_5=Q_{44}P_0\,\delta P_1$, hence
\begin{equation}
d_{15}=\frac{\delta S_5}{E_1}=\frac{Q_{44}P_0}{\kappa_T}.
\label{d15}
\end{equation}
Stability demands $\kappa_T>0$, but sets no other lower limit on it. A tetragonal minimum that is shallow in the transverse direction has a large $d_{15}$.

\section{Could a monoclinic minimum be hiding?}

\textbf{Q:} A shallow tetragonal minimum may be possible on paper. But if the energy is that flat, surely a monoclinic minimum appears somewhere nearby and does the work.

\textbf{A:} That can be settled in a definite model. Let
\begin{equation}
G=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+KA+cB,
\label{G}
\end{equation}
where $P^2=P_1^2+P_2^2+P_3^2$, $A=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2$ and $B=P_1^2P_2^2P_3^2$. Take $\alpha<0$, $\beta>0$ and $K\ne0$. For negative $c$ this truncated energy falls without limit at very large $P$, so I use it only for local minima at physical polarizations. With $i,j,k$ all different,
\begin{equation}
\frac{\partial G}{\partial P_i}=P_i\,b_i,\quad
b_i=\alpha+\beta P^2+2K(P^2-P_i^2)+2cP_j^2P_k^2 .
\label{grad}
\end{equation}
At zero field, every nonzero component needs $b_i=0$. If $P_i$ and $P_j$ are both nonzero, subtraction gives
\begin{equation}
b_i-b_j=-2(P_i^2-P_j^2)(K+cP_k^2)=0 .
\label{pair}
\end{equation}

One nonzero component gives the tetragonal state T. With two, $P_k=0$ and $K\neq0$ force equal magnitudes, which is the orthorhombic state O. With three different magnitudes, $K+cP_k^2=0$ would hold for each $k$. That is impossible for $c=0$, and for $c\ne0$ it makes the magnitudes equal, a contradiction. Three equal magnitudes give the rhombohedral state R. The one remaining case is $(q,q,r)$ with $r^2\ne q^2$ and $K+cq^2=0$.

\textbf{Q:} And $(q,q,r)$ is monoclinic. So you have found one.

\textbf{A:} A stationary point, yes. We must look at its curvatures. Since $b_i=0$, differentiating (\ref{grad}) gives
\begin{align}
H_{11}&=2\beta q^2,\qquad H_{33}=2\beta r^2,\nonumber\\
H_{12}&=q^2(2\beta+4K+4cr^2),\nonumber\\
H_{13}&=qr(2\beta+4K+4cq^2)=2\beta qr .
\end{align}
Put $m=c(r^2-q^2)$. Because $K=-cq^2$, we have $K+cr^2=m$. The curvature along $(1,-1,0)/\sqrt2$ is
\begin{equation}
H_{11}-H_{12}=-4q^2m .
\end{equation}
In the other two directions, $(1,1,0)/\sqrt2$ and $(0,0,1)$, the matrix has diagonal elements $H_{11}+H_{12}=4\beta q^2+4q^2m$ and $2\beta r^2$, and off-diagonal element $\sqrt2H_{13}=2\sqrt2\,\beta qr$. Its determinant is
\begin{equation}
2\beta r^2(4\beta q^2+4q^2m)-8\beta^2q^2r^2=8\beta q^2r^2m .
\end{equation}
If $m>0$, the first curvature is negative. If $m<0$, the determinant is negative, so one of the other two curvatures is. The point is a saddle in both cases, and this model has no monoclinic minimum for any $K\ne0$.

A numerical search agrees. From 200 random starts, spread over 40 random pairs $(K,c)$, it reached 95 T, 39 O and 66 R minima and none of lower symmetry.

\section{How soft can T and R be?}

\textbf{Q:} Then show me that this model, with nothing monoclinic in it, gives a large response.

\textbf{A:} At the T minimum $\alpha+\beta P_0^2=0$. Setting $P_1=P_2=0$ in $b_1$ gives the transverse curvature, and differentiating $P_3b_3$ gives the longitudinal one:
\begin{equation}
\kappa_T=2KP_0^2,\qquad
\frac{\partial^2G}{\partial P_3^2}=\alpha+3\beta P_0^2=2\beta P_0^2 .
\label{kT}
\end{equation}
The first vanishes as $K\to0^+$ while the second stays fixed.

I take round values: $P_0=40\ \mu$C/cm$^2$ (0.40 C/m$^2$), $\beta=7.0\times10^8$ J m$^5$/C$^4$, $K=0.05\beta=3.5\times10^7$ J m$^5$/C$^4$ and $c=0$, with $Q_{11}=0.06$, $Q_{12}=-0.025$ and $Q_{44}=0.05$ m$^4$/C$^2$. Then
\begin{align}
\kappa_T&=2(3.5\times10^7)(0.40)^2=1.12\times10^7\ \text{J m/C}^2,\nonumber\\
d_{15}&=\frac{0.05\times0.40}{1.12\times10^7}\ \text{m/V}=1786\ \text{pm/V}.
\end{align}
The relative susceptibility $\chi/\varepsilon_0$ is about 10\,100 across the polar axis and 504 along it. This is your 2000 pm/V, from a tetragonal crystal.

\textbf{Q:} Does the rhombohedral side work in the same way?

\textbf{A:} Yes, with different factors. Let $\mathbf P=p(1,1,1)$, $P_R=\sqrt3\,p$. Equation (\ref{grad}) gives $H_{11}=2\beta p^2$ and $H_{12}=p^2(2\beta+4K+4cp^2)$, so the transverse curvature is
\begin{equation}
\kappa_R=H_{11}-H_{12}=-\frac43KP_R^2-\frac49cP_R^4 .
\label{kR}
\end{equation}
For $c=0$ a stable R state needs $K<0$. Its equilibrium condition is $\alpha=-p^2(3\beta+4K)$, and the longitudinal curvature is $H_{11}+2H_{12}=p^2(6\beta+8K)=-2\alpha$.

Apply a field $E$ along [001]. Its part along the polarization is $\tfrac E3(1,1,1)$ and its transverse part is $\tfrac E3(-1,-1,2)$. With susceptibilities $\chi_L$ and $\chi_T=1/\kappa_R$,
\begin{equation}
\delta\mathbf P=\frac E3\left[\chi_L(1,1,1)+\chi_T(-1,-1,2)\right].
\end{equation}
The strain along the field, $S_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2)$, changes by $2p[Q_{11}\delta P_3+Q_{12}(\delta P_1+\delta P_2)]$. Therefore
\begin{equation}
d_{[001]}=\frac{2p}{3}\left[(Q_{11}+2Q_{12})\chi_L+2(Q_{11}-Q_{12})\chi_T\right].
\label{d001}
\end{equation}
For $K=-0.05\beta$ and the same $\alpha$ and $\beta$, $P_R=41.4\ \mu$C/cm$^2$ and $d_{[001]}=3394$ pm/V. The $\chi_T$ term, which is rotation, supplies 99.8\% of it. A longitudinal measurement can thus be almost wholly rotational when the field is not along the polar axis.

Changing $|K|$ alone, with $c=0$, gives
\begin{center}
\begin{tabular}{ccc}
$|K|/\beta$ & T: $d_{15}$ (pm/V) & R: $d_{[001]}$ (pm/V)\\
0.20 & 446 & 758\\
0.10 & 893 & 1639\\
0.05 & 1786 & 3394\\
0.02 & 4464 & 8653
\end{tabular}
\end{center}
The T column follows $d_{15}=Q_{44}/(2KP_0)$. The rotational part of the R column is $(Q_{11}-Q_{12})/(\sqrt3|K|P_R)$. It grows slightly faster than $1/|K|$ because $P_R$ falls towards $P_0$ as $|K|$ decreases.

\textbf{Q:} Can the tetragonal crystal also show its softness in a longitudinal measurement?

\textbf{A:} Yes, in an oblique cut. Let field and measured strain both lie at angle $\theta$ to the polar axis, and let $D=d_{31}+d_{15}$. The strains $S_1=d_{31}E\cos\theta$, $S_3=d_{33}E\cos\theta$ and $S_5=d_{15}E\sin\theta$ enter with weights $\sin^2\theta$, $\cos^2\theta$ and $\sin\theta\cos\theta$. With $u=\cos\theta$ this gives
\begin{equation}
d(\theta)=u\left[D-(D-d_{33})u^2\right].
\end{equation}
The derivative vanishes at $u^2=D/[3(D-d_{33})]$. This lies below 1 when $D>\tfrac32d_{33}$, and the maximum is then $\tfrac23Du$. Here $d_{33}=214$ and $d_{31}=-89$ pm/V, so $D=1696$ pm/V and the best cut gives 699 pm/V at $52^\circ$.

\section{The boundary itself}

\textbf{Q:} You reach large values by letting $K$ go to zero with $c=0$. There $G$ depends on $P$ alone and every direction is equivalent. Is the effect an artefact of that special point?

\textbf{A:} At fixed $P_0$ the divergence of $d_{15}$ needs $K\to0$, whatever the value of $c$, but a large finite response needs neither that limit nor $c=0$. Consider a first-order boundary, where T and R are separate minima of equal energy. Keep $K=0.05\beta>0$ and let $c$ be negative. At equal polarization length $A=P^4/3$ and $B=P^6/27$ in R, while both vanish in T, so
\begin{equation}
G_R-G_T\approx\frac{KP^4}{3}+\frac{cP^6}{27}=0
\quad\Rightarrow\quad c\approx-\frac{9K}{P^2}.
\end{equation}
Equation (\ref{kR}) then gives $\kappa_R\approx(-\tfrac43+4)KP^2=\tfrac83KP^2$, and $\kappa_T$ is still $2KP_0^2$ because $c$ does not enter it. Both curvatures are finite.

The estimate is $c\approx-1.97\times10^9$ J m$^9$/C$^6$. Letting the lengths relax moves it to $-1.93\times10^9$. At that boundary T keeps $d_{15}=1786$ pm/V and R has $d_{[001]}=1683$ pm/V. The monoclinic stationary point lies at $(13.45,13.45,34.93)\ \mu$C/cm$^2$, between the two minima, with an energy $8.9\times10^4$ J/m$^3$ above them. It is a saddle, hence a barrier and not a phase.

Notice also what makes these minima soft: it is the small $K$. In this model a first-order boundary with larger $K$, and $c$ adjusted to keep the energies equal, would have minima that are stiffer against rotation. (Such a boundary exists only for $K<\beta/4$, and close to that limit the R state becomes soft along its own polarization instead.) Being at a phase boundary does not by itself guarantee a large response.

\textbf{Q:} Yet if I apply a field and refine the structure, I do find monoclinic symmetry.

\textbf{A:} You should. A field along [100] tilts the tetragonal polarization away from [001] within the (010) plane. With $P_1$ and $P_3$ nonzero and unequal, one mirror survives and the symmetry is monoclinic. This is the response itself, not its cause.

The model gives the tilt at finite field for $c=0$. With $P_2=0$ and no field along [001], $b_3=0$ means $\alpha+\beta P^2=-2KP_1^2$. Using $\alpha=-\beta P_0^2$, this becomes $P_3^2=P_0^2-(1+2K/\beta)P_1^2$. Then
\begin{align}
E_1&=P_1(\alpha+\beta P^2+2KP_3^2)=2KP_1(P_3^2-P_1^2)\nonumber\\
&=2KP_1\left[P_0^2-2(1+K/\beta)P_1^2\right].
\label{E1}
\end{align}
At 0.001 MV/cm the tilt is $1.28^\circ$ and the shear strain is $1.79\times10^{-4}$, within 0.1\% of the linear value. When the field is removed, the state returns to T. A residual field or stress can lower the symmetry in the same way, so the structure must be determined without them.

\textbf{Q:} Does the softness cost anything?

\textbf{A:} It costs field range. The right side of (\ref{E1}) has its maximum at $P_1^2=P_0^2/[6(1+K/\beta)]$, where the bracket is $\tfrac23P_0^2$. Beyond
\begin{equation}
E^*=\frac{4KP_0^3}{3\sqrt{6(1+K/\beta)}}
\end{equation}
the tilted state no longer exists and the polarization switches to [100]. Multiplying by $d_{15}=Q_{44}/(2KP_0)$ gives
\begin{equation}
d_{15}E^*=\frac{2Q_{44}P_0^2}{3\sqrt{6(1+K/\beta)}},
\end{equation}
which tends to a constant for small $K/\beta$. This product extrapolates the linear law. At $E^*$ itself $P_3^2=P_0^2(5+4K/\beta)/[6(1+K/\beta)]$, so the actual shear is
\begin{equation}
Q_{44}P_1P_3=\frac{Q_{44}P_0^2\sqrt{5+4K/\beta}}{6(1+K/\beta)},
\end{equation}
which is somewhat larger but also tends to a constant. At fixed $P_0$ and $Q_{44}$, softening a crystal that already has small $K/\beta$ buys more strain per unit field but hardly more strain before switching. In the example $E^*=0.0119$ MV/cm. This limit is for $c=0$ and a field along [100]. With $P_2=0$ the curvature out of the (010) plane is $b_2=2P_3^2(K+cP_1^2)$, which for negative $c$ vanishes at $P_1^2=-K/c$. At the T--R boundary above, the tilted state therefore leaves towards R earlier: at 0.0115 MV/cm for a field along [100], and at about 0.0073 MV/cm for a field along [110].

\section{Monoclinic but stiff}

\textbf{Q:} I accept that the monoclinic phase is not necessary. But if a crystal is monoclinic, may I at least count on a larger response than that of a soft tetragonal one?

\textbf{A:} No. To make a monoclinic minimum, add $LA^2$ to (\ref{G}), with $L>0$, $c>0$ and $K=-LP_0^4/4$. Put $A_0=P_0^4/8$, so that $KA+LA^2=L(A-A_0)^2-LA_0^2$. Then
\begin{equation}
G=\frac\alpha2P^2+\frac\beta4P^4+L(A-A_0)^2+cB-LA_0^2 .
\end{equation}
The isotropic part is least at $P=P_0$, the square at $A=A_0$, and $cB$ at $B=0$. All three can be met together, so this is the global minimum. $B=0$ puts $\mathbf P$ in a cube face. At angle $\theta$ from [001], $A=\tfrac14P^4\sin^22\theta$, so $\sin^22\theta=\tfrac12$ and $\theta=22.5^\circ$ (or the equivalent $67.5^\circ$). The state is monoclinic.

For the curvatures in the face, the gradient of $A$ has radial part $4A_0/P_0=P_0^3/2$ and tangential part $\tfrac12P_0^3\sin4\theta=P_0^3/2$. With $g=LP_0^6/2$ the second-derivative matrix in radial and tangential directions is
\begin{equation}
\begin{pmatrix}2\beta P_0^2+g&g\\ g&g\end{pmatrix},\qquad
\chi_{tt}=\frac{2\beta P_0^2+g}{2\beta P_0^2\,g}
=\frac{2}{LP_0^6}+\frac{1}{2\beta P_0^2}.
\label{chitt}
\end{equation}
Out of the face only $cB$ contributes. The curvature is $2cP_1^2P_3^2=2cA_0=cP_0^4/4$.

For large $L$ the tangential susceptibility falls to $1/(2\beta P_0^2)$, the longitudinal value of the T crystal, and large $c$ stiffens the other rotation. The largest susceptibility, along a direction that mixes radial and tangential motion, falls only to twice that value, $1/(\beta P_0^2)$, or $\chi/\varepsilon_0\approx1010$. For small $L$ and $c$ both rotations are soft. So a monoclinic crystal can have a large response, but for the same reason as the others.

Take $L=1.0\times10^{11}$ J m$^{13}$/C$^8$ and $c=3.0\times10^{10}$ J m$^9$/C$^6$, with $\alpha$, $\beta$ and the electrostriction unchanged. The largest $\chi/\varepsilon_0$ is 1355, against 10\,100 for the soft T crystal. To compare strains without favouring a cut, take the root of the sum of squares of all nine strain-tensor components per unit field, and choose the field direction that makes it largest. It is 587 pm/V for the monoclinic crystal and 1263 pm/V for T. The factor 2.2 is smaller than the ratio of susceptibilities, and 587 pm/V is not a small response. But the monoclinic crystal is the weaker of the two.

\textbf{Q:} Then why would monoclinic phases and large responses be found together?

\textbf{A:} The extended model offers one route. The $LA^2$ term is of fourth order in $P_1$ near the T state, so $\kappa_T=2KP_0^2$ still holds. As $K$ falls through zero, T first softens and then becomes unstable. For small negative $K$, with $L$ and $c$ positive, $A=-K/(2L)$ with $B=0$ is the new minimum, which is monoclinic. Vanishing curvature produces both the large response and the phase change, and the response is already large on the tetragonal side.

\section{Back to the crystal}

\textbf{Q:} How close is your example to a real crystal?

\textbf{A:} The parameters are meant to lie in the rough regime of lead-based perovskite crystals near a morphotropic boundary: polarization of some tens of $\mu$C/cm$^2$, permittivity of several thousand, and best coefficients of one to a few thousand pm/V. The transverse susceptibilities are on the high side, and the 8653 pm/V in the table is far above typical. These crystals have domain walls and composition disorder, which I left out and cannot size from this model.

The zero-stress assumption can be sized. If the strain is held at its spontaneous value, a small $P_1$ leaves a shear misfit $Q_{44}P_0P_1$. Its elastic energy $\tfrac12C_{44}Q_{44}^2P_0^2P_1^2$ raises the curvature to
\begin{equation}
\kappa_T+C_{44}Q_{44}^2P_0^2=(1.12+2.40)\times10^7\ \text{J m/C}^2
\end{equation}
for a rough $C_{44}=60$ GPa. The normal strains add only terms in $P_1^4$. The transverse $\chi/\varepsilon_0$ drops from about 10\,100 to 3200, so a clamped part loses about two thirds of its soft dielectric response.

Other effects are smaller or set a scale. Warming by 50 K, through $\alpha$ alone with a rough Curie constant of $3\times10^5$ K, lowers $P_0$ and raises $d_{15}$ by about 10\%; a temperature dependence of $K$ could matter more. For a uniformly polarized 10 nm cube at 300 K, taken as uncoupled from its surroundings and free of depolarizing fields, the thermal tilt $\sqrt{k_BT/(\kappa_TV)}/P_0$ is about $2.8^\circ$ per axis. The barrier between T orientations equals $k_BT$ for a cube of about 2.7 nm, so regions that small would not hold one direction. Switching comes well before breakdown: $E^*$ is about 12\% of an assumed rough breakdown field of 0.1 MV/cm. $E^*$ is the limit for uniform rotation of a single domain. A real crystal can switch at a lower field by nucleating domains and moving walls, so $E^*$ is an upper bound on the usable range. The remaining values are in the numerical output below.

\textbf{Q:} So what may I conclude from my 2000 pm/V?

\textbf{A:} If it is a single-domain, stress-free, low-field value, that the polarization turns easily. You can test this through the transverse permittivity: for a tetragonal crystal, (\ref{d15}) requires $d_{15}=Q_{44}P_0\chi_{11}$, with $\chi_{11}$ the stress-free susceptibility. The test means something only if $Q_{44}$ is known independently and was not itself extracted from this relation. Whether the crystal is monoclinic is a separate question, to be answered by its structure at zero field and zero stress.

\section*{Table of computed values}
\begin{verbatim}
Inputs: alpha = -1.120e+08 J m/C^2, beta = 7.00e+08 J m^5/C^4
Inputs: |K| = 3.50e+07 J m^5/C^4, |K|/beta = 0.050
Inputs: Q11, Q12, Q44 = 0.06, -0.025, 0.05 m^4/C^2
T polarization = 40.00 uC/cm^2
T transverse curvature = 1.120e+07 J m/C^2
T transverse chi/eps0 = 10084
T longitudinal chi/eps0 = 504
T d15, d33, d31 = 1785.7, 214.3, -89.3 pm/V
T best oblique longitudinal d = 698.6 pm/V at 51.9 deg
R polarization = 41.40 uC/cm^2
R transverse chi/eps0 = 14118
R d along [001] = 3393.6 pm/V, rotational share = 99.79 %
|K|/beta 0.20: T d15 = 446.4, R d[001] = 758.5 pm/V
|K|/beta 0.10: T d15 = 892.9, R d[001] = 1639.0 pm/V
|K|/beta 0.05: T d15 = 1785.7, R d[001] = 3393.6 pm/V
|K|/beta 0.02: T d15 = 4464.3, R d[001] = 8652.7 pm/V
Random search minima: T 95, O 39, R 66, lower symmetry 0 (counts)
T-R coexistence: c = -1.9348e+09 J m^9/C^6
Coexistence: T d15 = 1785.7, R d[001] = 1682.7 pm/V
Coexistence: R transverse chi/eps0 = 7099
Monoclinic saddle P = 13.45, 13.45, 34.93 uC/cm^2
T-R barrier = 8.928e+04 J/m^3
Stiff monoclinic inputs: K = -6.40e+08 J m^5/C^4, c = 3.00e+10 J m^9/C^6
Stiff monoclinic input: L = 1.00e+11 J m^13/C^8
Stiff monoclinic tilt = 22.50 deg
Stiff monoclinic largest chi/eps0 = 1355
Peak strain-tensor norm per field: soft T = 1262.7 pm/V
Peak strain-tensor norm per field: monoclinic = 587.0 pm/V
Ratio of these peaks, soft T / monoclinic = 2.15
Test field = 0.0010 MV/cm, induced tilt = 1.280 deg
Induced shear = 1.787e-04, excess over linear = 0.077 %
Transverse switching limit = 0.01190 MV/cm
Assumed rough breakdown scale = 0.10 MV/cm
Switching limit / breakdown scale = 0.119
Rough elastic inputs C11, C12, C44 = 160, 80, 60 GPa
Clamped T transverse chi/eps0 = 3208
Clamped / free transverse susceptibility = 0.318
Thermal tilt per axis, 10 nm cube at 300 K = 2.75 deg
T-T barrier through O = 2.133e+05 J/m^3
Cube edge with barrier = kT: T-T 2.69, T-R 3.59 nm
Rough Curie constant = 3.0e+05 K, warming = 50 K
T d15 after warming, K fixed = 1957.8 pm/V (9.6 % change)
\end{verbatim}
